**Analytic PAW-form forces against energy differences**

The program tests the force $F_a=-f\langle\partial v_a/\partial R_a\rangle-2f(D_a-\varepsilon q_a)P_aP'_a-\partial E_{\rm ion}/\partial R_a$ for two atoms with Gaussian projectors. Here $f$ is the number of electrons in the lowest level $\varepsilon$, $v_a$ is the local potential of the atom at $R_a$, and $E_{\rm ion}$ is the ionic repulsion. $D_a$ and $q_a$ are the projector strengths in $H$ and $S$, while $P_a$ and $P'_a$ are the projections of the orbital on $p_a$ and on $\partial p_a/\partial R_a$. The program asserts that the analytic force agrees with four-point energy differences within $10^{-8}$ hartree/bohr, and that the omission error equals $-2f\varepsilon q_aP_aP'_a$ within the same tolerance. It also asserts the quadratic step error of the two-point formula, the response of the orbital's norm, agreement with a second grid, and the effect of a constant potential. Further assertions show that the complete forces sum to zero and that their work balances the energy change, while the incomplete forces fail on both counts. The output gives a complete force of magnitude 0.10819 hartree/bohr on each atom, with omission errors of 0.16182 on A and −0.06827 hartree/bohr on B.

## Numerical verification

```python
"""Force in a one-dimensional diatomic model of PAW form.

Result under test, for H psi = eps S psi with <psi|S|psi> = 1:
  F_a = -f <dv_a/dR_a> - 2 f (D_a - eps q_a) P_a P'_a - dE_ion/dR_a
and the error from omitting the overlap term, -2 f eps q_a P_a P'_a.
  f: electrons in the lowest level     eps: its eigenvalue
  v_a: local potential of atom a       R_a: position of atom a
  D_a, q_a: projector strengths in H and in S
  p_a: normalized Gaussian projector of width s
  P_a = <p_a|psi>,  P'_a = <dp_a/dR_a|psi>
Hartree atomic units. Forces are checked against energy differences.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants

f = 2.0
s = 0.5
soft = 1.0
D = np.array([0.3, -0.1])
q = np.array([0.4, 0.2])
R0 = np.array([-1.0, 1.0])
names = ["A", "B"]


def make_grid(spacing, half_width, offset=0.0):
    """Sinc-basis grid: points, spacing and kinetic-energy matrix."""
    n = int(round(half_width / spacing))
    index = np.arange(-n, n + 1)
    diff = index[:, None] - index[None, :]
    safe = np.where(diff == 0, 1, diff)
    sign = np.where(diff % 2 == 0, 1.0, -1.0)
    kinetic = np.where(diff == 0, np.pi**2 / 6, sign / safe**2)
    return index * spacing + offset, spacing, kinetic / spacing**2


main_grid = make_grid(0.16, 16.0)


def projectors(R, grid):
    x, h, _ = grid
    norm = np.sqrt(h) * (np.pi * s**2) ** -0.25
    return np.array([norm * np.exp(-(x - r)**2 / (2 * s**2)) for r in R])


def solve(R, grid=main_grid, C=0.0):
    """Two lowest levels, lowest orbital and S; C is a constant potential."""
    x, _, kinetic = grid
    p = projectors(R, grid)
    v = C - sum(1 / np.sqrt((x - r)**2 + soft**2) for r in R)
    H = kinetic + np.diag(v) + (p.T * (D + C * q)) @ p
    S = np.eye(len(x)) + (p.T * q) @ p
    levels, orbitals = eigh(H, S, subset_by_index=[0, 1])
    return levels, orbitals[:, 0], S


def energy(R):
    levels, _, _ = solve(R)
    return f * levels[0] + 1 / np.sqrt((R[1] - R[0])**2 + soft**2)


def force_parts(R, grid=main_grid, C=0.0):
    """Analytic force contributions on both atoms, with P and P'."""
    x = grid[0]
    levels, c, _ = solve(R, grid, C)
    p = projectors(R, grid)
    dp = np.array([(x - r) / s**2 * pa for r, pa in zip(R, p)])
    P, dP = p @ c, dp @ c
    dv = np.array([-(x - r) / ((x - r)**2 + soft**2)**1.5 for r in R])
    d = R[1] - R[0]
    push = d / (d**2 + soft**2)**1.5
    return {"local": -f * dv @ c**2,
            "projector": -2 * f * (D + C * q) * P * dP,
            "overlap": 2 * f * levels[0] * q * P * dP,
            "ion": np.array([-push, push]), "P": P, "dP": dP}


def incomplete(parts):
    return parts["local"] + parts["projector"] + parts["ion"]


def complete(parts):
    return incomplete(parts) + parts["overlap"]


def moved(atom, step):
    R = R0.copy()
    R[atom] += step
    return R


def derivative(function, atom, step=0.005):
    """Four-point central derivative with respect to one atom's position."""
    near = function(moved(atom, step)) - function(moved(atom, -step))
    far = function(moved(atom, 2 * step)) - function(moved(atom, -2 * step))
    return (8 * near - far) / (12 * step)


levels, orbital, S = solve(R0)
eps = levels[0]
parts = force_parts(R0)
F, F_inc = complete(parts), incomplete(parts)
error = F_inc - F
p0 = projectors(R0, main_grid)
s_min = np.linalg.eigvalsh(S)[0]
assert s_min > 0 and levels[1] - eps > 0.01

# Analytic force and predicted omission error against energy differences.
F_fd = np.array([-derivative(energy, a) for a in range(2)])
predicted_error = -2 * f * eps * q * parts["P"] * parts["dP"]
assert np.max(np.abs(F - F_fd)) < 1e-8
assert np.max(np.abs((F_inc - F_fd) - predicted_error)) < 1e-8
assert np.min(np.abs(F_inc - F_fd)) > 1e-3

# Two-point differences: the deviation must fall with the step squared.
steps = [0.08, 0.04, 0.02, 0.01]
deviations = []
for t in steps:
    two_point = -(energy(moved(0, t)) - energy(moved(0, -t))) / (2 * t)
    deviations.append(two_point - F[0])
ratio = deviations[2] / deviations[3]
assert abs(ratio - 4) < 0.1


# The response of the orbital's norm must balance the change of S.
def aligned_orbital(R):
    c = solve(R)[1]
    return c * np.sign(c @ S @ orbital)


norm_response = np.array([2 * derivative(aligned_orbital, a) @ S @ orbital
                          for a in range(2)])
dS = 2 * q * parts["P"] * parts["dP"]
assert np.max(np.abs(norm_response + dS)) < 1e-8

# A different grid, displaced relative to the atoms, gives the same force.
other = complete(force_parts(R0, make_grid(0.13, 15.6, 0.037)))
grid_change = np.max(np.abs(other - F))
assert grid_change < 1e-7

# A constant potential leaves the force alone but changes the error.
shifts = [0.0, 1.0, -eps]
shift_errors = []
for C in shifts:
    shifted = force_parts(R0, C=C)
    assert abs(solve(R0, C=C)[0][0] - eps - C) < 1e-9
    assert np.max(np.abs(complete(shifted) - F_fd)) < 1e-8
    shift_errors.append(incomplete(shifted) - F_fd)
change = shift_errors[1] - shift_errors[0]
assert np.max(np.abs(change - f * norm_response)) < 1e-7
assert np.max(np.abs(shift_errors[2])) < 1e-8

# Translation invariance holds only for the complete force.
assert abs(F.sum()) < 1e-7 and abs(F_inc.sum()) > 1e-3

# Work done by the force on B while B moves outward by 1 bohr.
nodes, weights = np.polynomial.legendre.leggauss(12)
work, work_inc = 0.0, 0.0
for node, weight in zip(nodes, weights):
    path_parts = force_parts(moved(1, (node + 1) / 2))
    work += weight / 2 * complete(path_parts)[1]
    work_inc += weight / 2 * incomplete(path_parts)[1]
delta_E = energy(moved(1, 1.0)) - energy(R0)
assert abs(work + delta_E) < 1e-8
assert abs(work_inc + delta_E) > 1e-3

hartree_eV = physical_constants["Hartree energy in eV"][0]
bohr_angstrom = physical_constants["Bohr radius"][0] * 1e10
to_eV_A = hartree_eV / bohr_angstrom

print(f"positions R_A, R_B = {R0[0]:.1f}, {R0[1]:.1f} bohr")
print(f"projector width s = {s:.1f}, softening = {soft:.1f} bohr")
print(f"D_A, D_B = {D[0]:.1f}, {D[1]:.1f} hartree")
print(f"q_A, q_B = {q[0]:.1f}, {q[1]:.1f} (no unit); electrons f = {f:.0f}")
print(f"grid spacing = {main_grid[1]:.2f} bohr, points = {len(main_grid[0])}")
print(f"projector overlap <p_A|p_B> = {p0[0] @ p0[1]:.6f}")
print(f"smallest eigenvalue of S = {s_min:.6f}")
print(f"lowest level eps = {eps:.8f} hartree")
print(f"gap to next level = {levels[1] - eps:.6f} hartree")
print(f"total energy = {energy(R0):.8f} hartree")
print(f"plain norm <psi|psi> = {orbital @ orbital:.6f}")
for a, name in enumerate(names):
    sign = np.sign(parts["P"][a])
    print(f"atom {name}: P = {sign * parts['P'][a]:.8f} bohr^0, "
          f"P' = {sign * parts['dP'][a]:.8f} bohr^-1")
    print(f"  <dS/dR> = {dS[a]:.8f} bohr^-1")
    print(f"  norm response = {norm_response[a]:.8f} bohr^-1")
    for key in ["local", "projector", "overlap", "ion"]:
        print(f"  {key} force = {parts[key][a]:.8f} hartree/bohr")
    print(f"  complete force = {F[a]:.8f} hartree/bohr"
          f" = {F[a] * to_eV_A:.4f} eV/angstrom")
    print(f"  finite-difference force = {F_fd[a]:.8f} hartree/bohr")
    print(f"  |analytic - difference| = {abs(F[a] - F_fd[a]):.1e} hartree/bohr")
    print(f"  incomplete force = {F_inc[a]:.8f} hartree/bohr")
    print(f"  omission error = {error[a]:.8f} hartree/bohr"
          f" = {error[a] * to_eV_A:.4f} eV/angstrom")
    print(f"  |error/force| = {100 * abs(error[a] / F[a]):.2f} percent")
print("four-point difference step = 0.005 bohr")
for t, dev in zip(steps, deviations):
    print(f"two-point step {t:.2f} bohr: deviation on A {dev:.3e} hartree/bohr")
print(f"deviation ratio, steps 0.02 and 0.01 = {ratio:.4f}")
print(f"largest force change on second grid = {grid_change:.1e} hartree/bohr")
for C, err in zip(shifts, shift_errors):
    print(f"shift C = {C:.6f} hartree: errors A, B = "
          f"{err[0] + 0.0:.6f}, {err[1] + 0.0:.6f} hartree/bohr")
print(f"net complete force, magnitude = {abs(F.sum()):.1e} hartree/bohr")
print(f"net incomplete force = {F_inc.sum():.8f} hartree/bohr")
print(f"B moved out 1 bohr: energy change = {delta_E:.8f} hartree")
print(f"work of complete force = {work:.8f} hartree")
print(f"work of incomplete force = {work_inc:.8f} hartree")
print(f"energy imbalance from omission = {work_inc + delta_E:.8f} hartree")
print("every check passed")
```

It prints:

```
positions R_A, R_B = -1.0, 1.0 bohr
projector width s = 0.5, softening = 1.0 bohr
D_A, D_B = 0.3, -0.1 hartree
q_A, q_B = 0.4, 0.2 (no unit); electrons f = 2
grid spacing = 0.16 bohr, points = 201
projector overlap <p_A|p_B> = 0.018316
smallest eigenvalue of S = 1.000000
lowest level eps = -1.03321850 hartree
gap to next level = 0.383617 hartree
total energy = -1.61922340 hartree
plain norm <psi|psi> = 0.851941
atom A: P = 0.30642273 bohr^0, P' = 0.31944597 bohr^-1
  <dS/dR> = 0.07830841 bohr^-1
  norm response = -0.07830841 bohr^-1
  local force = 0.34998096 hartree/bohr
  projector force = -0.11746261 hartree/bohr
  overlap force = -0.16181939 hartree/bohr
  ion force = -0.17888544 hartree/bohr
  complete force = -0.10818648 hartree/bohr = -5.5632 eV/angstrom
  finite-difference force = -0.10818648 hartree/bohr
  |analytic - difference| = 1.9e-12 hartree/bohr
  incomplete force = 0.05363291 hartree/bohr
  omission error = 0.16181939 hartree/bohr = 8.3211 eV/angstrom
  |error/force| = 149.57 percent
atom B: P = 0.74330653 bohr^0, P' = -0.11111783 bohr^-1
  <dS/dR> = -0.03303784 bohr^-1
  norm response = 0.03303784 bohr^-1
  local force = -0.10593174 hartree/bohr
  projector force = -0.03303784 hartree/bohr
  overlap force = 0.06827062 hartree/bohr
  ion force = 0.17888544 hartree/bohr
  complete force = 0.10818648 hartree/bohr = 5.5632 eV/angstrom
  finite-difference force = 0.10818648 hartree/bohr
  |analytic - difference| = 4.1e-12 hartree/bohr
  incomplete force = 0.03991585 hartree/bohr
  omission error = -0.06827062 hartree/bohr = -3.5106 eV/angstrom
  |error/force| = 63.10 percent
four-point difference step = 0.005 bohr
two-point step 0.08 bohr: deviation on A -2.249e-04 hartree/bohr
two-point step 0.04 bohr: deviation on A -5.624e-05 hartree/bohr
two-point step 0.02 bohr: deviation on A -1.406e-05 hartree/bohr
two-point step 0.01 bohr: deviation on A -3.516e-06 hartree/bohr
deviation ratio, steps 0.02 and 0.01 = 3.9999
largest force change on second grid = 8.7e-15 hartree/bohr
shift C = 0.000000 hartree: errors A, B = 0.161819, -0.068271 hartree/bohr
shift C = 1.000000 hartree: errors A, B = 0.005203, -0.002195 hartree/bohr
shift C = 1.033218 hartree: errors A, B = -0.000000, -0.000000 hartree/bohr
net complete force, magnitude = 1.2e-14 hartree/bohr
net incomplete force = 0.09354876 hartree/bohr
B moved out 1 bohr: energy change = -0.01357803 hartree
work of complete force = 0.01357803 hartree
work of incomplete force = -0.06729529 hartree
energy imbalance from omission = -0.08087331 hartree
every check passed
```
